Convergence of MP2 and RPA correlation energies with the response cutoff, part 1

(Sections cited here and not found follow in the second part.)

Setting

Hartree atomic units are used, so energies are in hartree (Ha) and wave vectors in 1/bohr. In a periodic cell of volume V the Coulomb interaction is

1/r₁₂ = (1/V) Σ_{q≠0} v(q) e^{iq·(r₁−r₂)},  v(q) = 4π/q².

A response cutoff keeps only the terms with |q| < G_c in every Coulomb line of the correlation energy, and it is quoted as E_cut = G_c²/2. The reference is a single determinant with occupied spin orbitals i, j and empty ones a, b. The set of empty orbitals is complete, so G_c is the only truncation. The quantity studied is the missing energy

ΔE = E(∞) − E(G_c).

With ⟨ab|ij⟩ = ∫∫ φ_a*(1) φ_b*(2) (1/r₁₂) φ_i(1) φ_j(2) and Δ = ε_a + ε_b − ε_i − ε_j, the second-order doubles energy is E₂ = −¼ Σ |⟨ab|ij⟩ − ⟨ab|ji⟩|²/Δ. In the expanded square, |⟨ab|ji⟩|² turns into |⟨ab|ij⟩|² when the dummy labels i and j are swapped, and the two cross terms are equal for the same reason. Hence

E₂ = E_d + E_x,
E_d = −½ Σ_{ijab} |⟨ab|ij⟩|²/Δ,
E_x = +½ Σ_{ijab} ⟨ij|ab⟩⟨ab|ji⟩/Δ.   (1)

E_d is direct MP2 and E_d + E_x is MP2. Canonical MP2 takes Hartree–Fock orbitals and energies. The names are kept below for the same expressions evaluated with the orbitals and energies stated in each problem. The numerical check supplies every computed number, and a check is called a test only where the program asserts it.

(a) The pair amplitude at large momentum transfer

Problem. For the uniform electron gas of density n and Fermi momentum k_F, with orbitals e^{ik·r}/√V and energies k²/2, find the large-q form of the first-order amplitude τ = −⟨ab|ij⟩/Δ, and the behaviour of the pair function at small r₁₂ that it implies.

Solution. The r₁ and r₂ integrals in ⟨ab|ij⟩ select one Fourier component: k_a = k_i + q, k_b = k_j − q, a has the spin of i, b has the spin of j, and ⟨ab|ij⟩ = v(q)/V. With p = k_i − k_j,

Δ = ½[(k_i+q)² − k_i² + (k_j−q)² − k_j²] = ½[q² + 2q·k_i + q² − 2q·k_j] = q² + q·p.   (2)

The states a and b must lie outside the Fermi sphere. Since |k_i+q| ≥ q − k_F, this holds automatically for q > 2k_F, and so does q > p, because p ≤ 2k_F. For q ≫ k_F,

τ(q) = −v(q)/(VΔ) → −4π/(V q⁴).   (3)

Two powers of 1/q come from the Coulomb matrix element and two from the kinetic energy of the recoiling pair.

For two electrons of opposite spin the pair function through first order is (1/V) e^{i(k_i·r₁ + k_j·r₂)} [1 + Σ_q τ(q) e^{iq·r}], with r = r₁ − r₂. Any bounded region of q contributes an analytic function of r, so the non-analytic part is fixed by the tail alone. It can be found by using (3) for all q, with Σ_q → V∫d³q/(2π)³, and subtracting the value at r = 0 to make the integral converge at small q. The angular mean of e^{iq·r} is sin(qr)/(qr), and d³q/(2π)³ → q² dq/(2π²), so with x = qr

I(r) = ∫ d³q/(2π)³ (−4π/q⁴)(e^{iq·r} − 1) = (2/π) ∫₀^∞ dq [1 − sin(qr)/(qr)]/q² = (2r/π) ∫₀^∞ dx (x − sin x)/x³.

Two integrations by parts, whose boundary terms vanish at both ends, give

∫₀^∞ (x − sin x)/x³ dx = ½ ∫₀^∞ (1 − cos x)/x² dx = ½ ∫₀^∞ (sin x)/x dx = π/4,

and therefore I(r) = r/2. The pair function behaves as 1 + r₁₂/2, which is the electron–electron cusp. The same slope follows from the Schrödinger equation. The relative motion has kinetic operator −∇², and for ψ ∝ 1 + γr one has −∇²ψ ∝ −2γ/r, which cancels the 1/r of the potential only for γ = ½. A quadrature of I(r)/r is tested against ½ and gives 0.5000000 per bohr.

For equal spins the amplitude is antisymmetrized, −[v(q) − v(|q+p|)]/(VΔ), because the state a is also reached from j with transfer k_a − k_j = q + p. Since 1/|q+p|² = q⁻²(1 − 2q·p/q² + …), the bracket is 8π q·p/q⁴ to leading order. The q⁻⁴ tail cancels and a q⁻⁵ tail remains, as it must for a pair function that vanishes at r₁₂ = 0.

(b) The direct tail in the gas

Problem. For the unpolarized gas and G_c > 2k_F, find the first two terms of ΔE_d per volume, and express the first through E_cut.

Solution. Both matrix elements in E_d carry the same q, so the lost terms are those with q > G_c. The sum over i and j runs over all spin orbitals and equals N² times an average ⟨…⟩ over two momenta drawn independently from the Fermi sphere. With N = nV,

ΔE_d/V = −½ n² ⟨D⟩,  D = ∫_{q>G_c} d³q/(2π)³ · 16π²/[q⁴(q² + q·p)].

Let μ be the cosine of the angle between q and p. Because p < q, the geometric series converges:

1/(q² + qpμ) = q⁻² [1 − pμ/q + p²μ²/q² − …].

The angular means of μ and μ² are 0 and 1/3, and 16π²/(2π²) = 8, so

D = 8 ∫_{G_c}^∞ dq q⁻⁴ [1 + p²/(3q²) + …] = 8/(3G_c³) + 8p²/(15G_c⁵) + … = [8/(3G_c³)] [1 + p²/(5G_c²) + …].   (4)

Only even powers of μ survive, so all terms of (4) are positive. In the Fermi sphere ⟨k²⟩ = ∫₀^{k_F} k⁴dk / ∫₀^{k_F} k²dk = 3k_F²/5, and ⟨k_i·k_j⟩ = 0, so ⟨p²⟩ = 6k_F²/5. Then

ΔE_d/V = −(4/3) n² G_c⁻³ [1 + (6/25) k_F²/G_c² + …].   (5)

The power is a count: amplitude q⁻⁴, times matrix element q⁻², times phase space q² dq, integrated from G_c. With G_c³ = (2E_cut)^{3/2} = 2√2 E_cut^{3/2} and 4/(3·2√2) = √2/3,

ΔE_d/V → −(√2/3) n² E_cut^{−3/2}.   (6)

Four remarks fix the range of (5).

The leading term does not depend on p. It equals the direct (Hartree) first-order energy ½gn² per volume of a contact interaction g δ(r₁−r₂) with g = −8/(3G_c³). The exchange term of such an interaction would cancel the same-spin pairs, which is what (c) finds for MP2.

The coefficient 6/25 belongs to the energies k²/2. Hartree–Fock orbital energies add a bounded shift to Δ, which is a relative change of order G_c⁻². It alters the second term of (5) but not the first. The occupied levels drop by 3k_F/(2π) on average, while the shift of the empty ones falls as q⁻², so Δ grows by 3k_F/π on average and 6/25 becomes 6/25 − 9/(5πk_F). At r_s = 2 bohr this is −0.36, of opposite sign.

The exponent depends on the dimension. In two dimensions v = 2π/q, the amplitude falls as q⁻³, the integral is ∫q dq q⁻⁴, and the tail goes as 1/E_cut.

In a finite cell the sum over q is discrete and jumps as shells of lattice vectors cross G_c. For a cubic lattice the sum of G⁻⁶ from a radius R out to 60 lattice units is tested against the integral. The ratio is 0.9800 for R = 10.5 and 0.9985 for R = 20.5.

The total E_d of the gas does not exist. At small q Pauli blocking confines each electron to a layer of thickness proportional to q at the Fermi surface and Δ is proportional to q, so the integrand is q² dq · q⁻⁴ · q²/q = dq/q. The tail (5) and all differences between two cutoffs are finite.

(c) Exchange and spin

Problem. Find ΔE_x through relative order k_F/G_c, and from it the MP2 tail for spin densities n↑ and n↓. Decide whether the power found in (b) always survives.

Solution. In E_x the factor ⟨ij|ab⟩ carries q and gives a the spin of i. The factor ⟨ab|ji⟩ carries q′ = q + p and gives a the spin of j. So i and j have the same spin σ, and a term is kept only when both q and q′ are below G_c. The lost terms have max(q, q′) > G_c:

ΔE_x/V = +½ Σ_σ n_σ² ⟨X⟩_σ,  X = ∫_{max(q,q′)>G_c} d³q/(2π)³ · 16π²/(q² q′² Δ).

The variable κ = q + p/2 treats the two lines alike. With q = κ − p/2, q′ = κ + p/2 and μ now the cosine between κ and p,

Δ = q·q′ = κ² − p²/4,  q²q′² = (κ² + p²/4)² − κ²p²μ².

The integrand is thus 16π² κ⁻⁶[1 + O(p²/κ²)], with no first-order term. The larger of q² and q′² is κ² + p²/4 + κp|μ|. Setting it equal to G_c² and taking the positive root gives the boundary

κ₀(μ) = −p|μ|/2 + √(G_c² − p²(1−μ²)/4) = G_c − p|μ|/2 + O(p²/G_c).

Pauli blocking is absent for G_c > 3k_F. Indeed k_a and k_b equal (k_i+k_j)/2 ± κ, so their lengths are at least κ − k_F, while κ ≥ G_c − p/2 ≥ G_c − k_F. The radial integral is 8∫κ⁻⁴dκ = 8/(3κ₀³). With κ₀⁻³ = G_c⁻³[1 + 3p|μ|/(2G_c)] and the angular mean of |μ| equal to ½,

X = 8/(3G_c³) + 2p/G_c⁴ + O(G_c⁻⁵).   (7)

The mean of p is needed. For k₁ > k₂ the mean over their relative angle is

½∫_{−1}^{1} dμ √(k₁² + k₂² − 2k₁k₂μ) = [(k₁+k₂)³ − (k₁−k₂)³]/(6k₁k₂) = k₁ + k₂²/(3k₁).

In units of k_F each momentum has weight 3k²dk, and the region k₂ > k₁ doubles the result:

⟨p⟩ = 18 ∫₀¹ k₁² dk₁ ∫₀^{k₁} k₂² [k₁ + k₂²/(3k₁)] dk₂ = 18 ∫₀¹ k₁⁶ (1/3 + 1/15) dk₁ = 18·(2/5)/7 = 36/35.

With k_Fσ the Fermi momentum of spin σ,

ΔE_x/V = Σ_σ n_σ² [4/(3G_c³) + (36/35) k_Fσ/G_c⁴ + …].   (8)

The leading term of (5) holds for any polarization, since it does not involve p. Using n² − n↑² − n↓² = 2n↑n↓,

ΔE_MP2/V = −(8/3) n↑n↓/G_c³ + (36/35) Σ_σ n_σ² k_Fσ/G_c⁴ + O(G_c⁻⁵).   (9)

Only opposite-spin pairs feed the E_cut^{−3/2} term, in line with (a). For the unpolarized gas, n↑ = n↓ = n/2, equation (9) becomes −(2/3) n² G_c⁻³ [1 − (27/35) k_F/G_c], because (18/35)/(2/3) = 27/35. At G_c = 400k_F the bracket is 1 − 0.0019, and quadrature of D and X gives 0.9981.

The power −3/2 therefore fails for a fully polarized system. The tail is then the G_c⁻⁴ term, which goes as E_cut^{−2} and is positive. The sign can be read from the first form of E₂. A same-spin term is −¼[vθ − v′θ′]²/(V²Δ), where θ and θ′ are 1 below the cutoff and 0 above it. In the shell where one line is kept and the other cut, the near-cancellation between v and v′ is destroyed, and the truncated energy contains −¼v²/(V²Δ) where the full one has almost nothing. The truncated energy is too low. This term depends on how the lines are cut. If each line is multiplied by a smooth f(q) that falls to zero over a width σ ≫ p, the mismatch v[f(q) − f(q′)] is of order v pμ f′, its square integrates over κ to order v²p²/σ, and the term is of order p²/(σG_c⁴). A fixed width lowers the coefficient but keeps the power, and a width proportional to G_c moves the term to G_c⁻⁵. The region where both lines are cut contributes (v−v′)²/Δ ∝ q⁻⁸, hence G_c⁻⁵ by power counting. The tests at G_c = 400k_F give 1.0023 for the ratio of the same-spin tail to the G_c⁻⁴ term and −2.0008 for its exponent in E_cut. At G_c = 4k_F a Monte Carlo sum over k_i, k_j and q, with the Pauli conditions and the cutoff applied term by term, is tested against the quadratures within four standard errors. The ratios are 1.0017 (direct) and 1.0021 (exchange), and the sample gives ⟨p⟩/k_F = 1.0293 and ⟨p²⟩/k_F² = 1.2019.

(d) The random-phase approximation

Problem. The RPA correlation energy of the gas is defined by

E_RPA = Σ_q ∫₀^∞ dω/(2π) [ln(1 − x) + x],  x = v(q) χ₀(q, iω),
χ₀(q, iω) = −(2/V) Σ_{ia} |⟨a|e^{iq·r}|i⟩|² Δ_{ia}/(Δ_{ia}² + ω²),  Δ_{ia} = ε_a − ε_i.

Relate its tail to (5), and find the first correction from screening.

Solution. For q > 2k_F every occupied i has one partner a, with Δ_i = q²/2 + q·k_i. At large q, Δ_i → ε = q²/2 and

χ₀ → −2nε/(ε² + ω²).

Then |x| is largest at ω = 0, where at large q it tends to 2nv/ε = 16πn/q⁴ = (ω_p/ε)², with ω_p² = 4πn. For E_cut well above the plasma frequency the series ln(1−x) + x = −x²/2 − x³/3 − … converges quickly over the whole tail.

The second-order term needs one frequency integral. For α, β > 0, partial fractions give

1/[(α²+ω²)(β²+ω²)] = [1/(α²+ω²) − 1/(β²+ω²)]/(β² − α²),

and ∫₀^∞dω/(α²+ω²) = π/(2α). The integral of the product is (π/2)(1/α − 1/β)/(β²−α²) = π/[2αβ(α+β)], so

∫₀^∞ dω/(2π) · αβ/[(α²+ω²)(β²+ω²)] = 1/[4(α+β)].

Therefore

Σ_q ∫ dω/(2π) (−x²/2) = −½ Σ_q v² (4/V²) Σ_{ij} 1/[4(Δ_i+Δ_j)] = −½ Σ_q Σ_{ij} v²/[V²(Δ_i+Δ_j)].

Here Δ_i + Δ_j = q² + q·(k_i + k_j). The Fermi sphere is symmetric under k_j → −k_j, which turns this into (2). The second-order ring is exactly E_d, and its tail is (5). The two routes, frequency integral and pair sum, are tested against each other at G_c = 4k_F to a relative 10⁻⁸.

In third order x is negative, so −x³/3 = +(8/3) n³v³ε³/(ε²+ω²)³. The substitution ω = ε tan θ gives ∫₀^∞dω/(ε²+ω²)³ = ε⁻⁵∫₀^{π/2}cos⁴θ dθ = 3π/(16ε⁵). The frequency integral is

(8/3) n³v³ε³ · (1/2π) · 3π/(16ε⁵) = n³v³/(4ε²) = 64π³n³/q¹⁰,

where 4ε² = q⁴ and v³ = 64π³/q⁶. With q²dq/(2π²),

ΔE⁽³⁾/V = 32π n³ ∫_{G_c}^∞ q⁻⁸ dq = +32π n³/(7G_c⁷).   (10)

Relative to the leading term of (5) this is 24πn/(7G_c⁴) in size. Screening leaves the E_cut^{−3/2} coefficient untouched, because each further ring factor x is of order 16πn/q⁴ over the tail. The static value lies slightly above 16πn/q⁴: the mean of 1/(ε + q·k_i) is ε⁻¹[1 + ⟨(q·k_i)²⟩/ε² + …] = ε⁻¹[1 + (4/5)k_F²/q² + …]. RPA has no exchange term, so its coefficient is n² for any polarization, twice the MP2 value in the unpolarized gas. The full RPA integrand, with the Lindhard function tested against its definition, gives at G_c = 40k_F a ratio 1.000150 to the leading law, a coefficient 0.2399 of k_F²/G_c² against 6/25, an exponent −1.5001 between 40k_F and 80k_F, and a ratio 1.0005 of all higher rings to (10). All four are tests.

(e) Inhomogeneous systems

Problem. Let the orbitals be eigenfunctions of h = −½∇² + U(r) with smooth U, and let the occupied ones have Fourier components that are negligible beyond a scale k ≪ G_c. Find the leading tails of direct MP2, MP2 and RPA, and the next term of the direct tail.

Solution. This is a leading-order asymptotic argument. Insert the Fourier series in both matrix elements, with vectors G and G′, and write the sum over a and b as projectors Q on the empty space:

E_d = −(1/2V²) Σ_{G,G′} v(G) v(G′) Σ_{ij} ⟨ij| e^{−iG′·r₁₂} R e^{iG·r₁₂} |ij⟩,  R = Q₁Q₂/(h₁ + h₂ − ε_i − ε_j).

A term is lost when max(G, G′) > G_c. The matrix element is Hermitian in G and G′, so G can be taken as the larger vector. The product rule gives

−½∇²(e^{iG·r}φ) = e^{iG·r}[G²/2 − iG·∇ − ½∇²]φ,

and since hφ_i = ε_iφ_i,

(h − ε_i) e^{iG·r}φ_i = e^{iG·r}[G²/2 − iG·∇]φ_i.

The second electron has −G. The denominator therefore acts as G²[1 + O(k/G)], with a first correction linear in the direction of G. A bounded non-local potential adds a term of relative order G⁻². The projectors can be dropped, since 1 − Q brings in ⟨j|e^{iG·r}|i⟩ between occupied orbitals, which is negligible for G ≫ k. With K = G − G′ and ñ(K) = ∫ n(r) e^{−iK·r} d³r, what remains factorizes:

Σ_i ⟨i|e^{iK·r}|i⟩ Σ_j ⟨j|e^{−iK·r}|j⟩ = |ñ(K)|².

This is negligible unless K is of order k, so G and G′ are both large and close. The expansion of the denominator then holds whichever of the two is larger, so the ordering G > G′ is dropped and the sum runs over the whole lost region max(G, G′) > G_c. Put G = κ + K/2 and G′ = κ − K/2. The factor v(G)v(G′)/G² is 16π²/κ⁶ up to first-order terms that are linear in the direction of κ. These vanish in the angular mean, since the region is symmetric under κ → −κ. The boundary of the region is the one in (c) with p replaced by K, so (7) applies:

ΔE_d = −½ (1/V) Σ_K |ñ(K)|² [8/(3G_c³) + 2K/G_c⁴].

Parseval's relation is (1/V)Σ_K|ñ(K)|² = ∫n² d³r. Let ⟨K⟩ be the mean of |K| with weight |ñ(K)|². Then

ΔE_d = −(4/3) G_c⁻³ ∫n² d³r · [1 + 3⟨K⟩/(4G_c) + O(G_c⁻²)].   (11)

In the gas only K = 0 contributes and (11) reduces to the leading term of (5). In any inhomogeneous system ⟨K⟩ > 0, so the direct tail has an E_cut^{−2} term, with the same sign as the leading one.

For exchange the ket is |ji⟩, and the same steps leave Σ_{ij}|⟨i|e^{iK·r}|j⟩|² over same-spin pairs. Parseval's relation applied to φ_i*φ_j gives (1/V)Σ_K|⟨i|e^{iK·r}|j⟩|² = ∫|φ_i|²|φ_j|², and the sum over i and j gives Σ_σ∫n_σ². In the gas K has length p, which recovers (8). To leading order,

ΔE_MP2 → −(8/3) G_c⁻³ ∫ n↑n↓ d³r = −(2√2/3) E_cut^{−3/2} ∫ n↑n↓ d³r.   (12)

For RPA, x becomes the matrix v(G)χ₀(G,G′) and the sum over q becomes a trace. The same closure gives χ₀(G,G′) → −[2ε/(ε²+ω²)] ñ(G−G′)/V with ε = G²/2, which links a large G only to other large vectors. A lost ring has at least one line above G_c, so all its lines are large. The second-order ring is E_d by the frequency integral of (d), and each further factor is of order 16πn/G_c⁴. The RPA tail is (11).

The result needs its three conditions. If the empty orbitals stop at some energy, the states e^{iG·r}φ_i with G²/2 above it are absent, the energy stops changing once G_c²/2 is well above it, and the law can appear only at lower cutoffs. If E_cut is not well above the kinetic energies of the occupied orbitals, the expansion in k/G_c has not started. If the orbitals have nuclear cusps, their Fourier components decay only as a power, and the neglected terms need a separate estimate that is not made here.

The leading E_cut^{−3/2} tails of direct MP2, MP2 and RPA have been found for the uniform gas and for smooth inhomogeneous systems, and in MP2 only opposite-spin pairs contribute to that term. It remains to check these laws on a solvable inhomogeneous case and to use them to extrapolate energies from finite cutoffs.
